# Gaussian sums for 1/r from the trapezoidal rule: a numerical check

```python
"""
Result under test: the trapezoidal rule applied to
    1/r = integral over s of (2/sqrt(pi)) exp(-r^2 exp(2s) + s)
gives 1/r on delta <= r <= R with relative error eps, using a number N of
Gaussians that is linear in ln(R/delta) and quadratic in ln(1/eps), with
leading form (2/pi^2) ln(1/eps) [ln(R/delta) + ln(1/eps)].
Symbols: h = step in s; a, b = first and last retained node;
r, delta, R in bohr; Gaussian exponents exp(2s) in bohr^-2.
The sum is also used for the potential of an isolated Gaussian charge.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import erf, erfc, erfinv, erfcinv, gamma

ROOT_PI = np.sqrt(np.pi)


def integrand(s, r):
    return 2 / ROOT_PI * np.exp(-r**2 * np.exp(2 * s) + s)


def relative_terms(r, nodes, h):
    """r times each Gaussian term; rows are nodes, columns are distances."""
    x = np.exp(nodes)[:, None] * np.atleast_1d(r)[None, :]
    return 2 * h / ROOT_PI * x * np.exp(-x * x)


def relative_sum(r, nodes, h):
    return relative_terms(r, nodes, h).sum(axis=0)


def step_rule(eps):
    return np.pi**2 / (2 * np.log(1 + 6 * np.sqrt(2) / eps))


def construct(eps, delta, R):
    h = step_rule(eps)
    a = np.log(ROOT_PI * eps / (6 * R))
    b_needed = np.log(np.sqrt(np.log(3 / eps)) / delta)
    count = int(np.ceil((b_needed - a) / h)) + 1
    return h, a + h * np.arange(count)


def lower_bound(eps, ratio):
    span = np.log(ratio) + np.log(erfcinv(eps) / erfinv(eps))
    return 2 / np.pi**2 * np.log(1 / (2 * eps)) * span - 1


def upper_bound(eps, ratio):
    span = (np.log(ratio) + np.log(6 / (ROOT_PI * eps))
            + 0.5 * np.log(np.log(3 / eps)))
    return 2 + 2 / np.pi**2 * np.log(1 + 6 * np.sqrt(2) / eps) * span


def search_count(eps, ratio):
    """Smallest count found by scanning step and offset and trimming ends,
    judged only by the actual error on a dense set of distances."""
    r = np.geomspace(1.0, ratio, 2000)
    h_largest = np.pi**2 / (2 * np.log(1 / (2 * eps)))
    best = 10**6
    for h in np.linspace(step_rule(eps), h_largest, 15):
        for shift in (0.0, 1 / 3, 2 / 3):
            start = np.log(0.01 * eps / ratio) + shift * h
            stop = np.log(np.sqrt(np.log(3 / eps))) + 1
            terms = relative_terms(r, np.arange(start, stop, h), h)
            error = terms.sum(axis=0) - 1
            if np.max(np.abs(error)) > eps:
                continue
            first, last = 0, len(terms) - 1
            while first < last:
                trial = error - terms[first]
                if np.max(np.abs(trial)) > eps:
                    break
                error, first = trial, first + 1
            while last > first:
                trial = error - terms[last]
                if np.max(np.abs(trial)) > eps:
                    break
                error, last = trial, last - 1
            best = min(best, last - first + 1)
    return best


# Integral representation, by adaptive quadrature
for r in (0.01, 1.0, 20.0):
    value = quad(integrand, -np.log(r) - 40, -np.log(r) + 3, args=(r,),
                 limit=400, epsabs=0, epsrel=1e-11)[0]
    assert abs(value * r - 1) < 1e-9

# Fourier transform of the integrand, by adaptive quadrature
r_test, omega = 0.7, 2 * np.pi
parts = [quad(lambda s: integrand(s, r_test) * wave(omega * s), -35, 3.5,
              limit=1000, epsabs=1e-11, epsrel=1e-10)[0]
         for wave in (np.cos, np.sin)]
transform = parts[0] - 1j * parts[1]
closed = r_test**(-1 + 1j * omega) * gamma((1 - 1j * omega) / 2) / ROOT_PI
assert abs(transform - closed) < 1e-8
assert abs(abs(transform) * r_test
           - 1 / np.sqrt(np.cosh(np.pi * omega / 2))) < 1e-8

# Aliasing error of the untruncated sum, at very small and very large r
print("Aliasing: h, max relative error near r=1e-3 and r=1e3 bohr, formula")
for h in (1.0, 0.5, 0.25):
    nodes = h * np.arange(int(-50 / h), int(12 / h) + 1)
    amplitude = 2 / np.sqrt(np.cosh(np.pi**2 / h))
    measured = []
    for centre in (1e-3, 1e3):
        r = centre * np.exp(h * np.linspace(0, 1, 801))
        measured.append(np.max(np.abs(relative_sum(r, nodes, h) - 1)))
        # the next harmonic is below one percent of the first for h <= 1
        assert abs(measured[-1] / amplitude - 1) < 0.01
    print(f"  {h:.2f}  {measured[0]:.4e}  {measured[1]:.4e}  {amplitude:.4e}")

# Averages over one period of ln r isolate the truncated tails
h = 1.0
nodes = np.log(0.3) + h * np.arange(12)
average = quad(lambda u: relative_sum(np.exp(u), nodes, h)[0] - 1,
               -h, 0, epsabs=1e-12)[0] / h
assert abs(average + erf(0.3 * np.exp(-h))) < 1e-9
print(f"Mean error, lower tail cut (h=1, R e^a=0.3): {average:.6f}")
nodes = np.log(0.5) - h * np.arange(45)
average = quad(lambda u: relative_sum(np.exp(u), nodes, h)[0] - 1,
               0, h, epsabs=1e-12)[0] / h
assert abs(average + erfc(0.5 * np.exp(h))) < 1e-9
print(f"Mean error, upper tail cut (h=1, delta e^b=0.5): {average:.6f}")

# Construction and tail bounds over many accuracies and ranges
for eps in (1e-1, 1e-2, 1e-4, 1e-6, 1e-8, 1e-10):
    for ratio in (1e1, 1e3, 1e6):
        h, nodes = construct(eps, 1.0, ratio)
        r = np.geomspace(1.0, ratio, 2000)
        assert np.max(np.abs(relative_sum(r, nodes, h) - 1)) <= eps
        below = nodes[0] - h * np.arange(1, 250)
        above = nodes[-1] + h * np.arange(1, 60)
        slack = 1 + 1e-12
        assert np.all(relative_sum(r, below, h)
                      <= erf(r * np.exp(nodes[0])) * slack)
        assert np.all(relative_sum(r, above, h)
                      <= erfc(r * np.exp(nodes[-1])) * slack)

# Growth of the count
found = {}
cases = [(1e-6, ratio) for ratio in (1e2, 1e4, 1e6, 1e8)]
cases += [(eps, 1e4) for eps in (1e-2, 1e-4, 1e-8, 1e-10)]
print("Counts: eps, R/delta, lower bound, found by search, constructed, upper")
for eps, ratio in cases:
    found[eps, ratio] = search_count(eps, ratio)
    built = len(construct(eps, 1.0, ratio)[1])
    low, high = lower_bound(eps, ratio), upper_bound(eps, ratio)
    assert low <= found[eps, ratio] <= built <= high
    print(f"  {eps:.0e}  {ratio:.0e}  {low:6.1f}  {found[eps, ratio]:4d}"
          f"  {built:4d}  {high:6.1f}")
range_growth = found[1e-6, 1e8] - found[1e-6, 1e2]
slope_low = 2 / np.pi**2 * np.log(1 / 2e-6) * np.log(1e6)
slope_high = np.log(1e6) / step_rule(1e-6)
# two units allow for integer counts at both ends
assert slope_low - 2 <= range_growth <= slope_high + 2
curvature = found[1e-10, 1e4] - 2 * found[1e-6, 1e4] + found[1e-2, 1e4]
curvature_law = 4 / np.pi**2 * np.log(1e4)**2
# six units allow for integer counts, the finite scan and ln ln terms
assert abs(curvature - curvature_law) < 6
print(f"Added terms, R/delta 1e2 to 1e8 at eps=1e-6: {range_growth}")
print(f"  expected between {slope_low:.1f} and {slope_high:.1f}")
print(f"Second difference of count, eps=1e-2,1e-6,1e-10: {curvature}")
print(f"  quadratic leading law: {curvature_law:.1f}")

# Worked example: kernel
delta, R, eps = 0.01, 20.0, 1e-6
h, nodes = construct(eps, delta, R)
a, b = nodes[0], nodes[-1]
r = np.geomspace(delta, R, 8001)
error = np.abs(relative_sum(r, nodes, h) - 1)
assert error.max() <= eps
print(f"Example: delta={delta} bohr, R={R} bohr, eps={eps:.0e}")
print(f"  step h = {h:.6f}, first node a = {a:.5f}, last node b = {b:.5f}")
print(f"  number of Gaussians = {len(nodes)}")
print(f"  smallest exponent = {np.exp(2*a):.4e} bohr^-2")
print(f"  largest exponent = {np.exp(2*b):.4e} bohr^-2")
print(f"  aliasing amplitude = {2/np.sqrt(np.cosh(np.pi**2/h)):.4e}")
print(f"  lower-tail bound at R = {erf(R*np.exp(a)):.4e}")
print(f"  upper-tail bound at delta = {erfc(delta*np.exp(b)):.4e}")
print(f"  largest relative error = {error.max():.4e}"
      f" at r = {r[error.argmax()]:.4f} bohr")

# Worked example: potential of rho = pi^(-3/2) exp(-r^2), unit total charge
spacing = 0.001
x_grid = spacing * np.arange(-8000, 8001)
line_density = np.exp(-x_grid**2) / ROOT_PI
contact = 2 * np.pi * h * np.exp(-2 * b) / np.expm1(2 * h)
rho_max = np.pi**-1.5
print(f"  local coefficient C = {contact:.4e} bohr^2 (potential per density)")
print("Potential in hartree per unit charge; errors are exact minus sum")
for point in ((0.0, 0.0, 0.0), (0.3, -0.5, 0.7), (3.0, 2.0, -4.0)):
    potential = 0.0
    for s in nodes:
        product = 1.0
        for coordinate in point:
            kernel = np.exp(-np.exp(2 * s) * (coordinate - x_grid)**2)
            product *= spacing * np.dot(line_density, kernel)
        potential += 2 * h / ROOT_PI * np.exp(s) * product
    distance = np.linalg.norm(point)
    exact = erf(distance) / distance if distance > 0 else 2 / ROOT_PI
    rho = rho_max * np.exp(-distance**2)
    before = exact - potential
    after = before - contact * rho
    # 1e-9 covers the finite width of the omitted Gaussians and rounding
    assert abs(before) <= 2 * eps / 3 * exact + contact * rho_max + 1e-9
    assert abs(after) <= 2 * eps / 3 * exact + 1e-9
    if distance == 0:
        assert abs(after) < abs(before)
    print(f"  point {point} bohr, r = {distance:.5f} bohr")
    print(f"    exact {exact:.9f}, Gaussian sum {potential:.9f}")
    print(f"    error {before:.3e}, after local correction {after:.3e}")

print("finished without a failed check")
```

Running it gives:

```
Aliasing: h, max relative error near r=1e-3 and r=1e3 bohr, formula
  1.00  2.0397e-02  2.0397e-02  2.0342e-02
  0.50  1.4630e-04  1.4630e-04  1.4630e-04
  0.25  7.5669e-09  7.5668e-09  7.5669e-09
Mean error, lower tail cut (h=1, R e^a=0.3): -0.124028
Mean error, upper tail cut (h=1, delta e^b=0.5): -0.054591
Counts: eps, R/delta, lower bound, found by search, constructed, upper
  1e-06  1e+02    51.6    65    69    69.9
  1e-06  1e+04    63.9    79    84    84.8
  1e-06  1e+06    76.1    93    99    99.6
  1e-06  1e+08    88.3   107   114   114.5
  1e-02  1e+04    10.5    19    23    23.7
  1e-04  1e+04    32.7    44    49    49.8
  1e-08  1e+04   103.7   121   128   128.4
  1e-10  1e+04   152.3   174   180   180.7
Added terms, R/delta 1e2 to 1e8 at eps=1e-6: 42
  expected between 36.7 and 44.7
Second difference of count, eps=1e-2,1e-6,1e-10: 35
  quadratic leading law: 34.4
Example: delta=0.01 bohr, R=20.0 bohr, eps=1e-06
  step h = 0.309317, first node a = -18.03064, last node b = 6.09612
  number of Gaussians = 79
  smallest exponent = 2.1817e-16 bohr^-2
  largest exponent = 1.9725e+05 bohr^-2
  aliasing amplitude = 3.3333e-07
  lower-tail bound at R = 3.3333e-07
  upper-tail bound at delta = 3.3643e-10
  largest relative error = 5.5822e-07 at r = 15.8315 bohr
  local coefficient C = 1.1505e-05 bohr^2 (potential per density)
Potential in hartree per unit charge; errors are exact minus sum
  point (0.0, 0.0, 0.0) bohr, r = 0.00000 bohr
    exact 1.128379167, Gaussian sum 1.128377087
    error 2.080e-06, after local correction 1.422e-08
  point (0.3, -0.5, 0.7) bohr, r = 0.91104 bohr
    exact 0.880744774, Gaussian sum 0.880743859
    error 9.152e-07, after local correction 1.422e-08
  point (3.0, 2.0, -4.0) bohr, r = 5.38516 bohr
    exact 0.185695338, Gaussian sum 0.185695325
    error 1.269e-08, after local correction 1.269e-08
finished without a failed check
```
